# Charge Conjugation of Dirac Bilinears and the QED Interaction: a program that tests the result

```python
"""
Charge conjugation of Dirac bilinears and of the QED interaction.

Result under test: with C^-1 gamma^mu C = -(gamma^mu)^T and
U psi U^-1 = C psibar^T, the commutator-ordered bilinears
O_G = (1/2) G_ab [psibar_a, psi_b] obey U O_G U^-1 = eps O_G,
eps = +1 for scalar, pseudoscalar, axial vector; -1 for vector, tensor.
The coupling q j^mu A_mu is invariant when A_mu changes sign.

Symbols: psi = Dirac field at one point, built from momenta +p and -p,
two spins, electrons (b) and positrons (d), as matrices on Fock space;
U = unitary that exchanges b and d; V = box volume. The field carries no
factor 1/sqrt(V), so every bilinear below is V times a density.
Hartree atomic units; metric (+,-,-,-).
"""
import numpy as np
from scipy.linalg import null_space
from scipy.constants import fine_structure, physical_constants

light = 1.0 / fine_structure
hartree_eV = physical_constants["Hartree energy in eV"][0]


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=0, atol=tol)


# Dirac matrices
one2, one4 = np.eye(2), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(pauli[2], one2)]
gam += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
g0 = gam[0]
g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
metric = np.diag([1.0, -1.0, -1.0, -1.0])
for m in range(4):
    for n in range(4):
        anti = gam[m] @ gam[n] + gam[n] @ gam[m]
        assert close(anti, 2 * metric[m, n] * one4)


def solve_for_C(gammas):
    """All solutions of gamma C + C gamma^T = 0, as columns."""
    rows = [np.kron(g, one4) + np.kron(one4, g) for g in gammas]
    return null_space(np.vstack(rows), rcond=1e-10)


C = 1j * gam[2] @ g0
rng = np.random.default_rng(4)
mix = np.linalg.qr(rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))[0]
rotated = [mix @ g @ mix.conj().T for g in gam]
for gammas in (gam, rotated):
    solutions = solve_for_C(gammas)
    assert solutions.shape[1] == 1
    found = 2 * solutions[:, 0].reshape(4, 4)
    assert close(found.T, -found)
    assert close(found @ found.conj().T, one4)
    if gammas is gam:
        factor = np.trace(C.conj().T @ found) / 4
        assert close(found, factor * C)
        solution_count = solutions.shape[1]

# The sixteen matrices and the derived signs
table = [("S", one4.astype(complex), 1), ("P", 1j * g5, 1)]
table += [("V%d" % m, gam[m], -1) for m in range(4)]
table += [("A%d" % m, gam[m] @ g5, 1) for m in range(4)]
for m in range(4):
    for n in range(m + 1, 4):
        sigma = 0.5j * (gam[m] @ gam[n] - gam[n] @ gam[m])
        table.append(("T%d%d" % (m, n), sigma, -1))
symmetric = antisymmetric = 0
for name, G, eps in table:
    assert close((np.linalg.inv(C) @ G @ C).T, eps * G)
    symmetric += close((G @ C).T, G @ C)
    antisymmetric += close((G @ C).T, -G @ C)
assert (symmetric, antisymmetric) == (10, 6)


# One-particle Hamiltonian; potentials Phi and light*A in hartree per charge
def hamiltonian(k, charge=0.0, phi=0.0, cA=np.zeros(3)):
    h = light**2 * g0 + charge * phi * one4
    for i in range(3):
        h = h + (light * k[i] - charge * cA[i]) * g0 @ gam[i + 1]
    return h


side = 0.25
volume = side**3
p = 2 * np.pi / side * np.array([1.0, 2.0, 2.0])
x = np.array([side / 10, 0.0, 0.0])
energy = light * np.sqrt(p @ p + light**2)
phi, cA = 2.0, np.array([1.0, 0.0, 0.0])

# Conjugation turns a solution for charge q into one for charge -q
conj_matrix = C @ g0.T
left = conj_matrix @ hamiltonian(p, -1, phi, cA).conj()
left = left @ np.linalg.inv(conj_matrix)
assert close(left, -hamiltonian(-p, 1, phi, cA), 1e-8)

# Mode spinors, normalized to u^dagger u = 1
modes = []
for k in (p, -p):
    for spin in range(2):
        u = (hamiltonian(k) + energy * one4)[:, spin]
        u = u / np.linalg.norm(u)
        v = C @ (u.conj() @ g0)
        assert close(hamiltonian(k) @ u, energy * u, 1e-7)
        assert close(hamiltonian(-k) @ v, -energy * v, 1e-7)
        modes.append((k, u, v))

# Fermion operators on the 256-dimensional Fock space
lower = np.array([[0, 1], [0, 0]], complex)
parity2 = np.diag([1.0, -1.0])
ops = []
for j in range(8):
    op = np.eye(1)
    for i in range(8):
        op = np.kron(op, parity2 if i < j else lower if i == j else one2)
    ops.append(op)
b, d = ops[:4], ops[4:]
dag = lambda a: a.conj().T
identity = np.eye(256)
U = identity.astype(complex)
for bj, dj in zip(b, d):
    U = U @ (identity - dag(bj - dj) @ (bj - dj))
assert close(U @ dag(U), identity)
for bj, dj in zip(b, d):
    assert close(U @ bj @ dag(U), dj)
vacuum = np.zeros(256, complex)
vacuum[0] = 1
assert close(U @ vacuum, vacuum)


def field(derivative=None):
    """Field at x and t=0, or its derivative with lower index mu."""
    comps = [np.zeros((256, 256), complex) for _ in range(4)]
    for (k, u, v), bj, dj in zip(modes, b, d):
        wave = np.exp(1j * k @ x)
        fac = 1.0
        if derivative == 0:
            fac = -1j * energy / light
        elif derivative is not None:
            fac = 1j * k[derivative - 1]
        for a in range(4):
            comps[a] += fac * wave * u[a] * bj
            comps[a] += np.conj(fac * wave) * v[a] * dag(dj)
    return comps


def bar(f):
    return [sum(dag(f[c]) * g0[c, a] for c in range(4)) for a in range(4)]


def ordered(left_f, G, right_f):
    total = np.zeros((256, 256), complex)
    for a, c in np.argwhere(abs(G) > 1e-14):
        prod = left_f[a] @ right_f[c] - right_f[c] @ left_f[a]
        total += 0.5 * G[a, c] * prod
    return total


def unordered(left_f, G, right_f):
    total = np.zeros((256, 256), complex)
    for a, c in np.argwhere(abs(G) > 1e-14):
        total += G[a, c] * left_f[a] @ right_f[c]
    return total


psi = field()
psibar = bar(psi)
momentum_count = 2
for a in range(4):
    assert close(U @ psi[a] @ dag(U), sum(C[a, c] * psibar[c] for c in range(4)))
    Cinv = np.linalg.inv(C)
    expected = -sum(psi[c] * Cinv[c, a] for c in range(4))
    assert close(U @ psibar[a] @ dag(U), expected)
    for c in range(4):
        anti = psi[a] @ dag(psi[c]) + dag(psi[c]) @ psi[a]
        assert close(anti, momentum_count * (a == c) * identity)
        assert close(psi[a] @ psi[c] + psi[c] @ psi[a], 0)

# One-electron state, its C partner, and the matching c-number spinors
amps = np.array([0.6, 0.0, 0.0, 0.8])
electron = sum(c * dag(bj) @ vacuum for c, bj in zip(amps, b))
positron = U @ electron
assert close(positron, sum(c * dag(dj) @ vacuum for c, dj in zip(amps, d)))
w = sum(c * u * np.exp(1j * k @ x) for c, (k, u, v) in zip(amps, modes))
w_conj = C @ (w.conj() @ g0)


def mean(op, state):
    return np.vdot(state, op @ state).real


results, bilinear = {}, {}
for name, G, eps in table:
    O = ordered(psibar, G, psi)
    R = unordered(psibar, G, psi)
    assert close(O, dag(O)) and np.linalg.norm(O) > 1
    assert close(U @ O @ dag(U), eps * O)
    contact = U @ R @ dag(U) - eps * R
    assert close(contact, momentum_count * np.trace(G @ g0) * identity)
    if name == "V0":
        contact_density = contact[0, 0].real
        raw_vacuum = mean(R, vacuum)
    e_val = mean(O, electron) - mean(O, vacuum)
    p_val = mean(O, positron) - mean(O, vacuum)
    number = (w.conj() @ g0 @ G @ w).real
    number_conj = (w_conj.conj() @ g0 @ G @ w_conj).real
    assert close(e_val, number)
    assert close(p_val, -number_conj)
    assert close(number_conj, -eps * number)
    results[name] = (e_val, p_val, number_conj)
    bilinear[name] = O
for kind in "SPVAT":
    assert max(abs(r[0]) for n, r in results.items() if n[0] == kind) > 0.01
scalar_vacuum = mean(bilinear["S"], vacuum)
assert close(scalar_vacuum, -4 * light**2 / energy)
assert close(mean(bilinear["V0"], vacuum), 0)

# Kinetic term: each one-sided piece maps to minus the other one
for m in range(4):
    dpsi = field(m)
    right = 1j * ordered(psibar, gam[m], dpsi)
    left = 1j * ordered(bar(dpsi), gam[m], psi)
    assert np.linalg.norm(right) > 1
    assert close(U @ right @ dag(U), -left, 1e-8)
    kinetic = 0.5 * (right - left)
    assert np.linalg.norm(kinetic) > 1
    assert close(U @ kinetic @ dag(U), kinetic, 1e-8)

# Coupling to one transverse photon mode with zero, one or two photons
polarization = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
assert close(polarization @ p, 0)
current = sum(polarization[i] * bilinear["V%d" % (i + 1)] for i in range(3))
photon = np.diag(np.sqrt([1.0, 2.0]), 1)
coupling = np.kron(current, photon + photon.T)
photon_odd = np.kron(U, np.diag([1.0, -1.0, 1.0]))
photon_even = np.kron(U, np.eye(3))
assert np.linalg.norm(coupling) > 1
assert close(photon_odd @ coupling @ dag(photon_odd), coupling)
assert close(photon_even @ coupling @ dag(photon_even), -coupling)

# Local interaction energy density q j^mu A_mu, field charge q = -1
A_lower = np.concatenate([[phi], -cA])


def interaction(state, potential):
    op = -sum(potential[m] * bilinear["V%d" % m] for m in range(4))
    return (mean(op, state) - mean(op, vacuum)) / volume


w_e = interaction(electron, A_lower)
w_p = interaction(positron, A_lower)
w_both = interaction(positron, -A_lower)
assert abs(w_e) > 1
assert close(w_p, -w_e, 1e-8) and close(w_both, w_e, 1e-8)

print(f"independent solutions for C: {solution_count}")
print(f"symmetric / antisymmetric Gamma C: {symmetric} / {antisymmetric}")
print("nonzero elements of C (row, column, value), counted from 1:")
for a, c in np.argwhere(abs(C) > 1e-12):
    print(f"  {a + 1} {c + 1} {C[a, c].real:+.0f}")
print(f"speed of light: {light:.6f} a.u.")
print(f"box side: {side:.2f} bohr; volume: {volume:.6f} bohr^3")
print(f"momentum p: {p[0]:.4f} {p[1]:.4f} {p[2]:.4f} a.u.")
print(f"|p|: {np.linalg.norm(p):.4f} a.u.")
print(f"energy with rest energy: {energy:.3f} hartree")
print(f"rest energy / energy: {light**2 / energy:.6f}")
print(f"point x / side: {x[0] / side:.2f} 0 0")
print(f"amplitudes (+p up, -p down): {amps[0]:.1f} {amps[3]:.1f}")
print("V times bilinear, vacuum subtracted (dimensionless):")
print("name  electron  positron  commuting conjugate spinor")
for name, vals in results.items():
    shown = [round(val, 5) + 0.0 for val in vals]
    print(f"{name:4s} {shown[0]:9.5f} {shown[1]:9.5f} {shown[2]:9.5f}")
print(f"V * contact term of unordered psi^dagger psi: {contact_density:.4f}")
print(f"V * vacuum value of unordered psi^dagger psi: {raw_vacuum:.4f}")
print(f"V * vacuum value of ordered scalar: {scalar_vacuum:.6f}")
print(f"potential Phi: {phi:.1f} hartree/e; c*A_x: {cA[0]:.1f} hartree/e")
print("interaction energy density (hartree/bohr^3):")
print(f"  electron, potential A: {w_e:.4f}")
print(f"  positron, potential A: {w_p:.4f}")
print(f"  positron, potential -A: {w_both:.4f}")
print(f"electron, potential A: {w_e * hartree_eV:.2f} eV/bohr^3")
print("success")
```

It prints:

```
independent solutions for C: 1
symmetric / antisymmetric Gamma C: 10 / 6
nonzero elements of C (row, column, value), counted from 1:
  1 4 -1
  2 3 +1
  3 2 -1
  4 1 +1
speed of light: 137.035999 a.u.
box side: 0.25 bohr; volume: 0.015625 bohr^3
momentum p: 25.1327 50.2655 50.2655 a.u.
|p|: 75.3982 a.u.
energy with rest energy: 21433.656 hartree
rest energy / energy: 0.876139
point x / side: 0.10 0 0
amplitudes (+p up, -p down): 0.6 0.8
V times bilinear, vacuum subtracted (dimensionless):
name  electron  positron  commuting conjugate spinor
S      0.87614   0.87614  -0.87614
P     -0.24205  -0.24205   0.24205
V0     1.00000  -1.00000   1.00000
V1     0.05034  -0.05034   0.05034
V2    -0.38340   0.38340  -0.38340
V3     0.15576  -0.15576   0.15576
A0     0.32137   0.32137  -0.32137
A1     0.31000   0.31000  -0.31000
A2    -0.88633  -0.88633   0.88633
A3    -0.21864  -0.21864   0.21864
T01   -0.32137   0.32137  -0.32137
T02    0.16069  -0.16069   0.16069
T03    0.00000   0.00000   0.00000
T12   -0.30668   0.30668  -0.30668
T13    0.82661  -0.82661   0.82661
T23    0.24657  -0.24657   0.24657
V * contact term of unordered psi^dagger psi: 8.0000
V * vacuum value of unordered psi^dagger psi: 4.0000
V * vacuum value of ordered scalar: -3.504557
potential Phi: 2.0 hartree/e; c*A_x: 1.0 hartree/e
interaction energy density (hartree/bohr^3):
  electron, potential A: -124.7779
  positron, potential A: 124.7779
  positron, potential -A: -124.7779
electron, potential A: -3395.38 eV/bohr^3
success
```
